# The Grüneisen parameter of a chain of Morse bonds: a numerical check

```python
"""Result under test: a chain of Morse bonds V(r) = D*(1-exp(-b*(r-a)))**2
has the one-dimensional Grueneisen parameter
    gamma = -d ln(omega) / d ln(length) = 3*a*b/2
for every longitudinal mode at the equilibrium spacing a.
D: bond depth (eV), b: range parameter (1/nm), a: bond length (nm),
m: atomic mass (kg). Energies are in eV and lengths in nm unless labelled.
Mode frequencies come from finite differences of the total energy of a ring.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

a, b, D = 0.25, 14.0, 0.35
mass_u, T = 63.5, 300.0
m = mass_u * const.atomic_mass
kB = const.k / const.e                 # eV/K
hbar = const.hbar / const.e            # eV s
to_SI = const.e * 1e18                 # eV/nm^2 -> N/m
N = 8                                  # atoms in the ring


def morse(r, depth=D, rng=b):
    return depth * (1 - np.exp(-rng * (r - a)))**2


def ring_frequencies(bond, spacing, second=False):
    """Nonzero angular frequencies (rad/s) of the ring, in rising order."""
    h = 1e-4

    def energy(u):
        total = np.sum(bond(spacing + np.roll(u, -1) - u))
        if second:
            total += np.sum(bond(2 * spacing + np.roll(u, -2) - u))
        return total

    steps = h * np.eye(N)
    H = np.empty((N, N))
    for i in range(N):
        for j in range(N):
            p, q = steps[i], steps[j]
            H[i, j] = (energy(p + q) - energy(p - q)
                       - energy(q - p) + energy(-p - q)) / (4 * h * h)
    eig = np.linalg.eigvalsh((H + H.T) / 2)[1:]   # drop uniform translation
    assert eig.min() > 0
    return np.sqrt(eig * to_SI / m)


def ring_gamma(bond, spacing, second=False, strain=5e-4):
    """Grueneisen parameter of each mode, from its definition."""
    longer = ring_frequencies(bond, spacing * (1 + strain), second)
    shorter = ring_frequencies(bond, spacing * (1 - strain), second)
    return -np.log(longer / shorter) / np.log((1 + strain) / (1 - strain))


def gamma_formula(spacing):
    y = np.exp(-b * (spacing - a))
    return b * spacing / 2 * (4 * y - 1) / (2 * y - 1)


# Main result for several ranges and depths
for rng, depth in [(10.0, D), (b, D), (20.0, D), (b, 1.0)]:
    modes = ring_gamma(lambda r: morse(r, depth, rng), a)
    assert np.allclose(modes, 1.5 * a * rng, rtol=1e-4)
gamma_modes = ring_gamma(morse, a)
gamma = 1.5 * a * b

# General spacing, and the dispersion relation
for spacing in (0.97 * a, 1.02 * a):
    assert np.allclose(ring_gamma(morse, spacing),
                       gamma_formula(spacing), rtol=1e-3)
K = 2 * D * b**2                       # eV/nm^2
omega_max = 2 * np.sqrt(K * to_SI / m)
theta = 2 * np.pi * np.arange(1, N) / N
omega_ring = ring_frequencies(morse, a)
assert np.allclose(omega_ring, np.sort(omega_max * np.sin(theta / 2)),
                   rtol=1e-4)

# The cubic term alone decides gamma at the minimum
gamma_harmonic = ring_gamma(lambda r: K * (r - a)**2 / 2, a)
gamma_cubic = ring_gamma(
    lambda r: K * (r - a)**2 / 2 - D * b**3 * (r - a)**3, a)
assert np.max(np.abs(gamma_harmonic)) < 1e-4
assert np.allclose(gamma_cubic, gamma, rtol=1e-4)

# Frequency change at one percent strain
top_short = ring_frequencies(morse, 0.99 * a)[-1]
top_long = ring_frequencies(morse, 1.01 * a)[-1]


# Thermal expansion of a bond from its classical configuration integral;
# the upper limit keeps the bond unbroken
def bond_expansion(temperature, cutoff=4.0):
    x = np.linspace(-0.08, cutoff / b, 40001)
    weight = np.exp(-morse(a + x) / (kB * temperature))
    return np.sum(x * weight) / np.sum(weight)


def expansion_law(thermal_energy):
    return gamma * thermal_energy / (K * a)


assert abs(bond_expansion(3.0) / expansion_law(kB * 3.0) - 1) < 0.01
assert abs(bond_expansion(T, 3.0) / bond_expansion(T, 5.0) - 1) < 0.01
assert np.isclose(expansion_law(kB * T), 3 * kB * T / (4 * D * b))
dx_T = bond_expansion(T)

# Zero-point expansion: minimum of bond energy plus zero-point energy
phases = (np.arange(2000) + 0.5) * np.pi / 2000
mean_sine = np.mean(np.sin(phases / 2))


def zero_point_energy(spacing):
    y = np.exp(-b * (spacing - a))
    stiffness = 2 * D * b**2 * (2 * y**2 - y)
    return hbar * np.sqrt(stiffness * to_SI / m) * mean_sine


best = minimize_scalar(lambda s: morse(s) + zero_point_energy(s),
                       bounds=(0.98 * a, 1.04 * a), method="bounded",
                       options={"xatol": 1e-10})
dx_0 = best.x - a
E0 = zero_point_energy(a)
# ten percent allows for terms beyond first order in the expansion
assert abs(dx_0 / expansion_law(E0) - 1) < 0.10

# Quantum heat capacity per atom of the chain, in units of k_B
z = hbar * omega_max * np.sin(phases / 2) / (kB * T)
heat_capacity = np.mean((z / 2 / np.sinh(z / 2))**2)

# Second-neighbour bonds with the same Morse function
second = minimize_scalar(lambda s: morse(s) + morse(2 * s),
                         bounds=(0.9 * a, 1.05 * a), method="bounded",
                         options={"xatol": 1e-10})
a2 = second.x
gamma2 = ring_gamma(morse, a2, second=True)

# Close-packed crystal: mean square frequency from moving one atom
# among its twelve nearest neighbours
shell = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                  if np.dot(v, v) == 2]) / np.sqrt(2)
assert len(shell) == 12


def onsite_trace(r, h=1e-4):
    def energy(d):
        return np.sum(morse(np.linalg.norm(r * shell - d, axis=1)))
    return sum(energy(h * e) + energy(-h * e) - 2 * energy(0 * e)
               for e in np.eye(3)) / h**2


s = 5e-4
gamma_volume = (-0.5 * np.log(onsite_trace(a * (1 + s))
                              / onsite_trace(a * (1 - s)))
                / (3 * np.log((1 + s) / (1 - s))))
assert abs(gamma_volume - (a * b / 2 - 1 / 3)) < 1e-3

THz = 2 * np.pi * 1e12
print(f"spacing a = {a:.3f} nm")
print(f"range parameter b = {b:.1f} 1/nm")
print(f"bond depth D = {D:.2f} eV")
print(f"atomic mass = {mass_u:.1f} u")
print(f"temperature = {T:.0f} K")
print(f"product a*b = {a*b:.3f}")
print(f"bond stiffness = {K:.1f} eV/nm^2")
print(f"bond stiffness = {K*to_SI:.2f} N/m")
print(f"cubic derivative V'''(a) = {-6*D*b**3:.0f} eV/nm^3")
print(f"top frequency at a = {omega_max/THz:.3f} THz")
print(f"gamma from 3ab/2 = {gamma:.4f}")
print(f"ring gamma, smallest of 7 modes = {gamma_modes.min():.4f}")
print(f"ring gamma, largest of 7 modes = {gamma_modes.max():.4f}")
print(f"harmonic bond, largest |gamma| = "
      f"{np.max(np.abs(gamma_harmonic)):.4f}")
print(f"cubic bond, mean gamma = {gamma_cubic.mean():.4f}")
print(f"top frequency at 0.99a = {top_short/THz:.3f} THz")
print(f"top frequency at 1.01a = {top_long/THz:.3f} THz")
print(f"change at 0.99a = {100*(top_short/omega_ring[-1]-1):.2f} %")
print(f"change at 1.01a = {100*(top_long/omega_ring[-1]-1):.2f} %")
print(f"thermal energy k_B*T = {1000*kB*T:.2f} meV")
print(f"expansion at T, first order = {expansion_law(kB*T):.5f} nm")
print(f"expansion at T, integral = {dx_T:.5f} nm")
print(f"expansion at T, integral = {100*dx_T/a:.2f} % of a")
print(f"gamma at thermally expanded spacing = "
      f"{gamma_formula(a+dx_T):.3f}")
print(f"mean zero-point energy per atom = {1000*E0:.2f} meV")
print(f"zero-point expansion, first order = {expansion_law(E0):.5f} nm")
print(f"zero-point expansion, minimized = {dx_0:.5f} nm")
print(f"gamma at zero-point spacing = {gamma_formula(a+dx_0):.3f}")
print(f"quantum heat capacity at T = {heat_capacity:.4f} k_B per atom")
print(f"broken-bond factor exp(-D/k_B T) = {np.exp(-D/(kB*T)):.2e}")
print(f"spacing with second neighbours = {a2:.5f} nm")
print(f"gamma with second neighbours, longest wave = {gamma2[0]:.3f}")
print(f"gamma with second neighbours, shortest wave = {gamma2[-1]:.3f}")
print(f"close-packed volume gamma, computed = {gamma_volume:.4f}")
print(f"close-packed volume gamma, ab/2-1/3 = {a*b/2-1/3:.4f}")
print("tests ok")
```

Running it gives:

```
spacing a = 0.250 nm
range parameter b = 14.0 1/nm
bond depth D = 0.35 eV
atomic mass = 63.5 u
temperature = 300 K
product a*b = 3.500
bond stiffness = 137.2 eV/nm^2
bond stiffness = 21.98 N/m
cubic derivative V'''(a) = -5762 eV/nm^3
top frequency at a = 4.596 THz
gamma from 3ab/2 = 5.2500
ring gamma, smallest of 7 modes = 5.2500
ring gamma, largest of 7 modes = 5.2500
harmonic bond, largest |gamma| = 0.0000
cubic bond, mean gamma = 5.2500
top frequency at 0.99a = 4.841 THz
top frequency at 1.01a = 4.358 THz
change at 0.99a = 5.33 %
change at 1.01a = -5.17 %
thermal energy k_B*T = 25.85 meV
expansion at T, first order = 0.00396 nm
expansion at T, integral = 0.00457 nm
expansion at T, integral = 1.83 % of a
gamma at thermally expanded spacing = 5.598
mean zero-point energy per atom = 6.05 meV
zero-point expansion, first order = 0.00093 nm
zero-point expansion, minimized = 0.00093 nm
gamma at zero-point spacing = 5.316
quantum heat capacity at T = 0.9779 k_B per atom
broken-bond factor exp(-D/k_B T) = 1.32e-06
spacing with second neighbours = 0.24571 nm
gamma with second neighbours, longest wave = 5.148
gamma with second neighbours, shortest wave = 4.970
close-packed volume gamma, computed = 1.4167
close-packed volume gamma, ab/2-1/3 = 1.4167
tests ok
```
